# Temperature Dependence of Ligand-Exchange Enthalpy and Entropy at Constant Heat-Capacity Change: a program that tests the result

```python
# RESULT UNDER TEST: for constant reaction heat capacity dCp,
#   dH(T) = dH0 + dCp*(T-T0),  dS(T) = dS0 + dCp*ln(T/T0),
#   dG(T) = dH0 - T*dS0 + dCp*g(T),  g(T) = T - T0 - T*ln(T/T0).
# dH, dS, dG: standard reaction enthalpy, entropy, Gibbs energy, per event.
# T0: reference temperature; k: Boltzmann constant; energies in eV.
# Model reaction: ZrF4(s) + SiCl4(g) -> ZrCl4(g) + SiF4(g).
# Independent road: free energies from explicit sums over quantum levels,
# differentiated numerically, against heat-capacity formulas.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

k = const.k / const.e
T0 = 298.15
T_proc = 350.0 + const.zero_Celsius
dH0 = 0.9          # eV, rough typical value
dS0 = 2.2e-3       # eV/K, rough typical value
kJ_mol = const.e * const.N_A / 1000.0
bar_torr = const.bar / const.torr

# Rough vibrational quanta: (energy in eV, number of modes)
modes = {
    "SiCl4 gas": [(0.055, 1), (0.020, 2), (0.075, 3), (0.025, 3)],
    "SiF4 gas": [(0.100, 1), (0.035, 2), (0.130, 3), (0.050, 3)],
    "ZrCl4 gas": [(0.045, 1), (0.010, 2), (0.050, 3), (0.015, 3)],
    "ZrF4 solid": [(0.065, 4), (0.030, 5), (0.015, 6)],
}
nu = {"SiCl4 gas": -1, "SiF4 gas": 1, "ZrCl4 gas": 1, "ZrF4 solid": -1}
dn_gas = sum(n for name, n in nu.items() if "gas" in name)

# ---- heat-capacity formulas ----
def einstein(x):
    return x**2 * np.exp(-x) / (-np.expm1(-x))**2

def cp_species(name, T):
    vib = sum(m * einstein(e / (k * T)) for e, m in modes[name])
    return k * (vib + (4.0 if "gas" in name else 0.0))

def dCp_of_T(T):
    return sum(n * cp_species(name, T) for name, n in nu.items())

# ---- free energies from explicit level sums ----
box_n = np.arange(1, 100001, dtype=float)
rot_J = np.arange(0, 2000, dtype=float)
vib_n = np.arange(0, 30000, dtype=float)
box_quantum = 2.5e-10   # eV, one direction of a large box
rot_quantum = 1.0e-5    # eV, spherical top

def g_gas_motion(T):
    # Translation, rotation and the ideal-gas factor kT/(pV), at fixed p;
    # masses, p and V only add a term proportional to T to the energy.
    kt = k * T
    q_box = np.sum(np.exp(-box_quantum * box_n**2 / kt))
    q_rot = np.sum((2*rot_J + 1)**2
                   * np.exp(-rot_quantum * rot_J * (rot_J + 1) / kt))
    return -kt * (3*np.log(q_box) + np.log(q_rot) + np.log(kt))

def g_vibration(energy, T):
    q = np.sum(np.exp(-energy * vib_n / (k*T)))
    return energy / 2 - k * T * np.log(q)

def dG_levels(T, scale=1.0):
    total = dn_gas * g_gas_motion(T)
    for name, n in nu.items():
        total += n * sum(m * g_vibration(scale*e, T)
                         for e, m in modes[name])
    return total

def enthalpy_entropy(T, scale=1.0, h=0.5):
    S = -(dG_levels(T+h, scale) - dG_levels(T-h, scale)) / (2*h)
    return dG_levels(T, scale) + T*S, S

# Kirchhoff's law in general form, with temperature-dependent dCp
H_ref, S_ref = enthalpy_entropy(T0)
for T in (220.0, 450.0, T_proc):
    H, S = enthalpy_entropy(T)
    int_H = quad(dCp_of_T, T0, T)[0]
    int_S = quad(lambda t: dCp_of_T(t) / t, T0, T)[0]
    # tolerance: finite box and finite-difference step
    assert abs(H - H_ref - int_H) < 1e-5
    assert abs(S - S_ref - int_S) < 5e-8

# ---- closed formulas for constant heat-capacity change ----
def g_factor(T):
    return T - T0 - T*np.log(T/T0)

def dH_const(T, c, h0=dH0):
    return h0 + c*(T-T0)

def dS_const(T, c, s0=dS0):
    return s0 + c*np.log(T/T0)

def dG_const(T, c, h0=dH0, s0=dS0):
    return h0 - T*s0 + c*g_factor(T)

# Very soft vibrations are classical: dCp must be constant, -2k per extra gas
soft = 0.01
c_classical = -2 * k * dn_gas
H_soft, S_soft = enthalpy_entropy(T0, soft)
for T in (220.0, 450.0, T_proc):
    H, S = enthalpy_entropy(T, soft)
    # tolerance: remaining quantum correction of the soft modes
    assert abs(H - dH_const(T, c_classical, H_soft)) < 5e-5
    assert abs(S - dS_const(T, c_classical, S_soft)) < 2e-7
    assert abs(dG_levels(T, soft)
               - dG_const(T, c_classical, H_soft, S_soft)) < 5e-5

# ---- worked example: dCp frozen at its value at T0 ----
c0 = dCp_of_T(T0)
H_p, S_p, G_p = (f(T_proc, c0) for f in (dH_const, dS_const, dG_const))
G_plain = dH0 - T_proc*dS0
correction = G_p - G_plain
lnK0 = -dG_const(T0, c0) / (k*T0)
lnK = -G_p / (k*T_proc)

# Equilibrium constant: integrate dH/(kT^2) against the closed formula
lnK_formula = lnK0 + dH0/k*(1/T0 - 1/T_proc) \
    + c0/k*(np.log(T_proc/T0) + T0/T_proc - 1)
lnK_integral = lnK0 + quad(lambda t: dH_const(t, c0)/(k*t*t), T0, T_proc)[0]
assert abs(lnK_formula - lnK_integral) < 1e-8
assert abs(lnK - lnK_integral) < 1e-8

# g is never positive and starts quadratically
assert np.all(g_factor(np.linspace(50, 1500, 400)) <= 1e-12)
for T in (0.99*T0, 1.01*T0):
    assert abs(g_factor(T) / (-(T-T0)**2/(2*T0)) - 1) < 0.005
g_quadratic = -(T_proc-T0)**2 / (2*T0)

# Crossover: root search against a single Newton step
T1 = dH0 / dS0
T_newton = T1 + dG_const(T1, c0) / dS_const(T1, c0)
T_cross = brentq(lambda t: dG_const(t, c0), 300, 700)
assert abs(T_newton - T_cross) < 0.02

# Process pressures
p_SiCl4, p_product = 1.0, 0.01   # Torr; each product has p_product
Q = (p_product/bar_torr)**2 / (p_SiCl4/bar_torr)
pressure_term = k*T_proc*np.log(Q)

# ---- sizes of neglected effects ----
H_lev, S_lev = enthalpy_entropy(T_proc)
G_variable = dH0 + H_lev - H_ref - T_proc*(dS0 + S_lev - S_ref)
err_variable = G_variable - G_p
assert abs(err_variable) < abs(correction)

alpha, bulk_mod, volume = 3e-5, 60e9, 0.063e-27  # 1/K, Pa, m^3; rough
cp_minus_cv = T_proc*volume*alpha**2*bulk_mod/const.e
err_solid = -cp_minus_cv*g_factor(T_proc)

virial = 1e-3                    # m^3/mol, rough magnitude
err_gas = virial*p_SiCl4*const.torr/const.N_A/const.e

H_sub, T_sub = 1.1, 600.0        # eV and K at 1 bar, rough, for ZrCl4
def p_sat(T):
    return bar_torr*np.exp(-H_sub/k*(1/T - 1/T_sub))

surface_shift = 0.2              # eV per formula unit, assumed
T_surface = brentq(lambda t: dG_const(t, c0) + surface_shift, 300, 900)

def show(label, value, unit="", fmt=".4f"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())

show("Reference temperature T0", T0, "K", ".2f")
show("Process temperature T", T_proc, "K", ".2f")
show("Input dH0", dH0, "eV", ".2f")
show("Input dS0", dS0*1e3, "meV/K", ".2f")
for name, mode_list in modes.items():
    text = ", ".join(f"{1000*e:.0f} (x{m})" for e, m in mode_list)
    print(f"Modes {name}: {text} meV")
for name in modes:
    show(f"Cp/k at T0, {name}", cp_species(name, T0)/k, "", ".3f")
show("dCp/k at T0", c0/k, "", ".3f")
show("dCp at T0, held constant", c0*1e3, "meV/K")
show("dCp classical limit", c_classical*1e3, "meV/K")
show("dCp at T from the modes", dCp_of_T(T_proc)*1e3, "meV/K")
show("dG at T0", dG_const(T0, c0), "eV")
show("Enthalpy correction dCp*(T-T0)", H_p-dH0, "eV")
show("ln(T/T0)", np.log(T_proc/T0))
show("Entropy correction dCp*ln(T/T0)", (S_p-dS0)*1e3, "meV/K")
show("-T times entropy correction", -T_proc*(S_p-dS0), "eV")
show("g(T)", g_factor(T_proc), "K", ".2f")
show("g(T), quadratic estimate", g_quadratic, "K", ".2f")
show("dH at T", H_p, "eV")
show("dH at T, converted", H_p*kJ_mol, "kJ/mol", ".1f")
show("dS at T", S_p*1e3, "meV/K")
show("dS at T, converted", S_p*kJ_mol*1e3, "J/(mol K)", ".1f")
show("dG at T with dCp = 0", G_plain, "eV")
show("dG correction from dCp", correction, "eV")
show("dG at T", G_p, "eV")
show("dG at T, converted", G_p*kJ_mol, "kJ/mol", ".1f")
show("kT at T", k*T_proc, "eV")
show("ln K at T0", lnK0, "", ".3f")
show("ln K at T", lnK, "", ".3f")
show("K at T", np.exp(lnK), "", ".3e")
show("K ratio, with dCp / without", np.exp(-correction/(k*T_proc)))
show("Crossover with dCp = 0", T1, "K", ".2f")
show("Crossover, one Newton step", T_newton, "K", ".3f")
show("Crossover, root search", T_cross, "K", ".3f")
show("SiCl4 pressure", p_SiCl4, "Torr", ".2f")
show("Pressure of each product", p_product, "Torr", ".2f")
show("Reaction quotient Q", Q, "", ".3e")
show("kT ln Q", pressure_term, "eV")
show("Driving force dG + kT ln Q", G_p+pressure_term, "eV")
show("Neglected: varying dCp, shift of dG", err_variable, "eV", ".5f")
show("Neglected: solid Cp-Cv, size in dG", err_solid, "eV", ".5f")
show("Neglected: gas non-ideality, size", err_gas, "eV", ".1e")
show("Rough ZrCl4 saturation at crossover", p_sat(T_cross), "Torr", ".3f")
show("Rough ZrCl4 saturation at T", p_sat(T_proc), "Torr", ".0f")
show("Assumed surface energy shift", surface_shift, "eV", ".2f")
show("Crossover if dG rises by that shift", T_surface, "K", ".1f")
show("K factor for that rise at T",
     np.exp(-surface_shift/(k*T_proc)), "", ".4f")
print("OK")
```

Running it gives:

```
Reference temperature T0: 298.15 K
Process temperature T: 623.15 K
Input dH0: 0.90 eV
Input dS0: 2.20 meV/K
Modes SiCl4 gas: 55 (x1), 20 (x2), 75 (x3), 25 (x3) meV
Modes SiF4 gas: 100 (x1), 35 (x2), 130 (x3), 50 (x3) meV
Modes ZrCl4 gas: 45 (x1), 10 (x2), 50 (x3), 15 (x3) meV
Modes ZrF4 solid: 65 (x4), 30 (x5), 15 (x6) meV
Cp/k at T0, SiCl4 gas: 10.910
Cp/k at T0, SiF4 gas: 8.742
Cp/k at T0, ZrCl4 gas: 11.879
Cp/k at T0, ZrF4 solid: 12.709
dCp/k at T0: -2.998
dCp at T0, held constant: -0.2583 meV/K
dCp classical limit: -0.1723 meV/K
dCp at T from the modes: -0.2331 meV/K
dG at T0: 0.2441 eV
Enthalpy correction dCp*(T-T0): -0.0840 eV
ln(T/T0): 0.7372
Entropy correction dCp*ln(T/T0): -0.1904 meV/K
-T times entropy correction: 0.1187 eV
g(T): -134.38 K
g(T), quadratic estimate: -177.13 K
dH at T: 0.8160 eV
dH at T, converted: 78.7 kJ/mol
dS at T: 2.0096 meV/K
dS at T, converted: 193.9 J/(mol K)
dG at T with dCp = 0: -0.4709 eV
dG correction from dCp: 0.0347 eV
dG at T: -0.4362 eV
dG at T, converted: -42.1 kJ/mol
kT at T: 0.0537 eV
ln K at T0: -9.500
ln K at T: 8.123
K at T: 3.372e+03
K ratio, with dCp / without: 0.5239
Crossover with dCp = 0: 409.09 K
Crossover, one Newton step: 411.344 K
Crossover, root search: 411.344 K
SiCl4 pressure: 1.00 Torr
Pressure of each product: 0.01 Torr
Reaction quotient Q: 1.333e-07
kT ln Q: -0.8501 eV
Driving force dG + kT ln Q: -1.2863 eV
Neglected: varying dCp, shift of dG: 0.00009 eV
Neglected: solid Cp-Cv, size in dG: 0.00178 eV
Neglected: gas non-ideality, size: 1.4e-06 eV
Rough ZrCl4 saturation at crossover: 0.043 Torr
Rough ZrCl4 saturation at T: 1653 Torr
Assumed surface energy shift: 0.20 eV
Crossover if dG rises by that shift: 507.1 K
K factor for that rise at T: 0.0241
OK
```
